# Where the gaps of a two-dimensional cosine potential close

**Question.** An electron moves in the plane in the potential

\[
V(x,y)=V_0\left[\cos\frac{2\pi x}{a}+\cos\frac{2\pi y}{a}\right],\qquad V_0>0 .
\]

In one dimension a cosine potential opens infinitely many gaps. Find an energy above which the two-dimensional spectrum is guaranteed to have no gap. How does this bound scale with \(V_0\) and \(a\)?

**Answer.** A gap here is an energy interval without states at any wave vector. Closure can be guaranteed by comparing the gaps of motion along one axis with the bandwidths of motion along the other. The algebra is in atomic units, energies are measured from the mean of \(V\), and the natural unit is \(E_B=(\pi/a)^2/2\), the free-electron energy at the zone boundary.

### Two directions, one set of bands

Since \(V\) is a sum of a function of \(x\) and the same function of \(y\), the energies are \(E=\varepsilon_i(k_x)+\varepsilon_j(k_y)\), where \(\varepsilon_j(k)\) are the bands of the one-dimensional potential \(V_0\cos(2\pi x/a)\). Let band \(j=1,2,\dots\) cover \([\alpha_j,\beta_j]\), with width and following gap

\[
W_j=\beta_j-\alpha_j,\qquad g_j=\alpha_{j+1}-\beta_j .
\]

The two wave vectors are independent, so the plane's spectrum is the union of the intervals \([\alpha_i+\alpha_j,\ \beta_i+\beta_j]\).

First, the one-dimensional gaps. Put \(\kappa=ka/\pi\) and \(q=V_0/(2E_B)\). The cosine couples neighbouring plane waves with strength \(V_0/2=qE_B\), so the amplitudes \(c_l\) obey

\[
(2l+\kappa)^2c_l+q(c_{l+1}+c_{l-1})=\lambda c_l,\qquad \lambda=\varepsilon/E_B .
\]

Suppose \(d_l\) is a second normalizable solution with the same \(\kappa\) and \(\lambda\). Multiply the equation for \(c\) by \(d_l\), that for \(d\) by \(c_l\), and subtract. The result is \(D_l=D_{l-1}\) with \(D_l=c_{l+1}d_l-c_ld_{l+1}\). Both solutions vanish at large \(|l|\), so \(D_l=0\) and they are proportional. Levels at fixed \(k\) are therefore nondegenerate.

A second-order equation has at most two independent solutions at one energy, and \(k\) and \(-k\) already supply them when \(0<\kappa<1\). Each band is thus monotonic between \(\kappa=0\) and \(\kappa=1\), and neighbouring bands face each other across a gap at one of these two points, as in the free-electron limit. There they are distinct levels of the same \(\kappa\), so every \(g_j\) is positive.

For weak \(V_0\), gap \(n\) comes from the coupling of the waves with momenta \(\pm n\pi/a\) through \(n-1\) intermediate waves. Their energy denominators, in units of \(E_B\), are \(n^2-(n-2s)^2=4s(n-s)\), whose product over \(s=1,\dots,n-1\) is \(4^{n-1}[(n-1)!]^2\). The splitting is twice the effective coupling:

\[
g_n\simeq\frac{2E_B\,q^n}{4^{\,n-1}[(n-1)!]^2}.
\]

The gaps shrink very fast with \(n\) but do not vanish.

### Overlap against gap

Now keep one direction in band \(M\) and let the other run through all bands. Interval \(j\) of this family ends at \(\beta_j+\beta_M\), and the next begins at \(\alpha_{j+1}+\alpha_M\). Their overlap is

\[
(\beta_j+\beta_M)-(\alpha_{j+1}+\alpha_M)=W_M-g_j .
\]

Let \(G\) be the least upper bound of all \(g_j\). If \(W_M\ge G\), no overlap is negative and the family covers everything from its lowest point upward. With \(M\) the first such band, there is no gap above

\[
E_*=\alpha_1+\alpha_M .
\]

This energy is sufficient for closure. Other pairs of bands may close the gaps earlier.

Such an \(M\) exists for every \(V_0\). Because \(|V_0\cos(2\pi x/a)|\le V_0\), the variational principle for ordered levels says that each level at fixed \(k\) moves by at most \(V_0\) from its free value. The free band \(M\) runs from \((M-1)^2E_B\) to \(M^2E_B\), and free bands touch. Hence

\[
W_M\ge(2M-1)E_B-2V_0,\qquad g_j\le 2V_0 ,
\]

and \((2M-1)E_B\ge4V_0\) guarantees \(W_M\ge G\). A constant trial function has energy zero, so \(\alpha_1\le0\). All gaps therefore lie below

\[
E_{\rm crude}=(M-1)^2E_B+V_0 .
\]

Only finitely many intervals start below this energy, so the number of gaps is finite. This is the Bethe–Sommerfeld property for this potential. For large \(V_0/E_B\) the crude bound grows as \(4V_0^2/E_B\), which greatly overstates \(E_*\), as the deep-well case shows.

### Weak potential: no gap at all

To first order in \(V_0\), \(\alpha_1\simeq0\), \(\beta_1\simeq E_B-V_0/2\) and \(\alpha_2\simeq E_B+V_0/2\). Thus \(W_1\simeq E_B-V_0/2\) and \(g_1\simeq V_0\). The first possible gap in the plane lies between \(2\beta_1\) and \(\alpha_1+\alpha_2\), and its size is

\[
\alpha_1+\alpha_2-2\beta_1=g_1-W_1 .
\]

It opens when \(V_0\simeq\tfrac23E_B\). The computed threshold is \(V_0=0.698E_B\). Below it \(W_1\) exceeds the largest gap, so \(M=1\) and the spectrum is continuous from its bottom. A finite strength is needed to open a gap in the plane, whereas any strength opens gaps on the line.

### Deep wells: closure on the scale of \(V_0\)

For \(V_0\gg E_B\), expand about a minimum: \(V_0\cos(2\pi x/a)\simeq-V_0+\tfrac12V_0(2\pi/a)^2x^2\), with \(x\) measured from the minimum. The oscillator quantum is

\[
\omega=\frac{2\pi}{a}\sqrt{V_0}.
\]

The lowest bands are narrow levels about \(\omega\) apart. The cosine well softens upward, so the first gap is the largest and \(G\simeq\omega\).

A band as wide as this must lie above the barrier. There, neglecting reflection, successive band edges differ by \(\pi\) in the phase \(\int_0^a p\,dx\), where \(p=\sqrt{2[\varepsilon-V_0\cos(2\pi x/a)]}\). Since \(\partial p/\partial\varepsilon=1/p\), the phase changes with energy at the rate \(T(\varepsilon)=\int_0^a dx/p\), the classical time to cross one cell. Hence \(W\simeq\pi/T\), and \(W=\omega\) requires

\[
T(\varepsilon)=\frac{\pi}{\omega}=\frac{a}{2\sqrt{V_0}},
\]

half the oscillation period in the well. To evaluate \(T\), measure \(x\) from a minimum and set \(\theta=\pi x/a\). The kinetic energy becomes

\[
\varepsilon+V_0\cos2\theta=(\varepsilon+V_0)(1-m\sin^2\theta),\qquad m=\frac{2V_0}{\varepsilon+V_0}.
\]

With \(K(m)=\int_0^{\pi/2}d\theta/\sqrt{1-m\sin^2\theta}\) and \(\varepsilon+V_0=2V_0/m\),

\[
T=\frac a\pi\,\frac{2K(m)}{\sqrt{2(\varepsilon+V_0)}}
=\frac{a}{\pi}\sqrt{\frac{m}{V_0}}\,K(m).
\]

Equating this to \(a/(2\sqrt{V_0})\) leaves a condition without parameters:

\[
\sqrt m\,K(m)=\frac\pi2,\qquad m=0.628 .
\]

The required one-dimensional energy is \(\varepsilon=(2/m-1)V_0\simeq2.18V_0\). The other direction contributes \(\alpha_1\simeq-V_0\), so

\[
E_*\simeq2V_0\left(\frac1m-1\right)\simeq1.18\,V_0 .
\]

The leading result does not contain \(a\). Four omitted effects are each of order \(\omega\): the zero-point energy \(\omega/2\) in \(\alpha_1\), the distance of about \(\omega/2\) from the centre of band \(M\) to its lower edge, the rounding of \(M\) to an integer, and the shortfall of the first gap from \(\omega\). For the last, the quartic term of the well is \(-V_0(2\pi/a)^4x^4/24\), and \(\langle x^4\rangle\) is larger by \(3/\omega^2\) in the first excited oscillator state than in the ground state, so \(g_1\simeq\omega-E_B\). Since \(W\) rises with energy at a rate of order \(\omega/V_0\), the energy at which \(W=G\) moves down by an amount of order \(E_BV_0/\omega\), and \(E_BV_0=\omega^2/8\). Relative to \(V_0\) all four effects are of order \(\omega/V_0=2/\sqrt q\). In a numerical test at 80 strengths from \(q=1\) to \(2500\), the estimate stayed within one \(\omega\) of the computed \(E_*\); the largest difference found was \(0.55\,\omega\). At \(q=2500\) the computed ratio \(E_*/V_0\) is 1.20.

### A case in numbers

Take the round model parameters \(a=10\) Å and \(V_0=3\) eV. Then \(E_B=0.376\) eV, \(q=3.99\) and \(\omega=3.00\) eV. The quantum is as large as \(V_0\), so the deep-well formula can give no more than the scale.

The largest one-dimensional gap is \(g_1=2.468\) eV. Band 4 is too narrow, with \(W_4=2.177\) eV, while \(W_5=3.265\) eV suffices. Hence \(M=5\), the smallest overlap is \(3.265-2.468=0.797\) eV, and

\[
E_*=-1.6035+6.2593=4.656\ \text{eV}\quad(0.171\ \text{hartree}).
\]

The deep-well estimate is 3.55 eV, lower by 1.11 eV or \(0.37\,\omega\). The crude bound needs \(2M-1\ge4V_0/E_B=31.9\), so \(M=17\), and gives \(256\times0.37603+3=99.3\) eV.

Merging all intervals up to the crude bound leaves four gaps, of 2.460, 1.522, 0.335 and 0.066 eV. The last runs from \(\beta_1+\beta_4=4.590\) eV to \(\alpha_1+\alpha_5=4.656\) eV, so here the bound \(E_*\) is attained. The size of this gap is

\[
g_4-W_1=0.0736-0.0081=0.0655\ \text{eV}.
\]

No other pair of bands fills it: bands 2 and 3 together end at \(1.0353+3.4825=4.518\) eV, and bands 2 and 4 begin at \(0.8731+4.0092=4.882\) eV. One step higher, \(g_5=0.0049\) eV is smaller than \(W_1\), and the corresponding gap is closed.

A plane-wave calculation in the full plane, which does not use separation, found no level inside the four gaps on a grid of wave vectors and reproduced their edges. In a window of about 3 eV above the last gap, its levels at 201 wave vectors along one line were at most 0.015 eV apart. This distance is set by the sampling and shrinks on a finer grid.

### How far the estimate reaches

At fixed \(V_0/E_B\) every energy scales as \(E_B\propto a^{-2}\). At fixed \(a\), the actual top of the last gap need not follow \(E_*\). For \(a=10\) Å the two coincide at \(V_0=0.5\), 1, 2 and 3 eV. At 6 eV the last gap ends at 3.26 eV while \(E_*=6.02\) eV; at 12 eV the values are 6.18 and 15.75 eV. The true closing energy is even lower at 6 eV than at 3 eV, although there are six gaps instead of four. It does not vary steadily in between, but jumps as narrow gaps at high energy open and close. The bound uses a single family of intervals, and at 6 and 12 eV other pairs of bands close the remaining gaps sooner. This is not so at every strength above 3 eV: in narrow ranges, for instance near 4.4 and 6.2 eV, the last gap again ends at \(E_*\). The law \(1.18V_0\) therefore estimates the sufficient energy \(E_*\), not the edge of the last gap. It does so only to within about \(\omega\), so it is no guarantee by itself: at 3 eV a gap ends at 4.66 eV, above the estimate of 3.55 eV.

If the amplitudes along \(x\) and \(y\) differ, the argument still holds when the width of a band in one direction is compared with the largest gap in the other. If one amplitude vanishes, that direction has a continuous spectrum and the plane has no gap.

Separability is essential to the proof. Suppose a further periodic potential of magnitude at most \(v\) is added that couples \(x\) and \(y\). Every energy of the old spectrum then has a point of the new spectrum within \(v\), so a gap centred above \(E_*\) can be at most \(2v\) wide. This limits the size of such gaps but does not show that they are absent or finite in number; the general Bethe–Sommerfeld statement needs a stronger argument. The numerical output below lists the bands, the gaps and the comparison at other strengths.

## Table of computed values

```
a = 10.0 angstrom, V0 = 3.00 eV
E_B = 0.37603 eV, q = V0/(2 E_B) = 3.9890
well quantum omega = 3.0041 eV
1D bands: j, alpha, beta, width, gap above (eV)
 1   -1.6035   -1.5954   0.0081 2.468e+00
 2    0.8731    1.0353   0.1623 1.530e+00
 3    2.5650    3.4825   0.9175 5.267e-01
 4    4.0092    6.1857   2.1765 7.361e-02
 5    6.2593    9.5244   3.2651 4.902e-03
 6    9.5293   13.6229   4.0936 2.002e-04
 7   13.6231   18.4880   4.8649 5.604e-06
first band as wide as the largest gap: M = 5
overlaps W_M - g_j, j=1..5 (eV): 0.7967 1.7354 2.7384 3.1915 3.2602
2D gaps: bottom, top, size (eV)
   -3.1908   -0.7304   2.4603
   -0.5600    0.9615   1.5216
    2.0707    2.4057   0.3350
    4.5903    4.6558   0.0655
g_4 - W_1 = 0.0655 eV
sufficient bound E_star = 4.6558 eV
deep-well estimate = 3.5478 eV
crude bound: M = 17, energy = 99.26 eV
E_star = 0.17110 hartree
largest level step above last gap = 0.0150 eV
threshold V0/E_B = 0.6979, V0 = 0.2624 eV
first-order threshold = 0.2507 eV
m = 0.62841, estimate/V0 = 1.1826
1D energy/V0 at equal width and gap = 2.1826
largest |E_star - estimate|/omega = 0.554
weak-gap ratios computed/law, q=0.2, n=1..4: 0.99938 0.99560 0.99922 0.99973
q = 2500: M = 104, E_star/V0 = 1.2017
 width/classical = 0.99997, gap/omega = 0.99497
V0, number of gaps, last top, E_star, estimate (eV)
   0.2   0     none  -0.0264   0.2365
   0.5   1   0.5240   0.5240   0.5913
   1.0   2   1.4481   1.4481   1.1826
   2.0   3   2.7586   2.7586   2.3652
   3.0   4   4.6558   4.6558   3.5478
   6.0   6   3.2575   6.0153   7.0957
  12.0   9   6.1846  15.7538  14.1913
```
